# Vineyard's Harmonic Rate, Derived and Evaluated for an Adatom Hop: a numerical check

```python
"""Vineyard's harmonic rate for an adatom hop, tested on a four-coordinate model.

Result under test:
    rate = product(nu_min) / product(real nu_saddle) * exp(-barrier / kT)
nu_min: the N ordinary frequencies at the minimum; nu_saddle: the N-1 real ones
at the saddle; barrier: saddle energy minus minimum energy; kT: thermal energy.
Coordinates: adatom x, y, z and shift u of the surface patch along x.
    V = D*(exp(-2*alpha*z) - 2*s*exp(-alpha*z)) + K*u**2/2
    s = 1 - gamma*(2 - cos(g*(x-u)) - cos(g*y)),  g = 2*pi/a
Hartree atomic units are used inside the program.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import null_space
from scipy.optimize import root

HARTREE_J = constants.physical_constants["Hartree energy"][0]
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
TIME_S = constants.physical_constants["atomic unit of time"][0]
BOLTZMANN = constants.k / HARTREE_J
THZ = 1e-12 / TIME_S            # converts 1/(atomic time) to THz

depth, alpha, gamma, lattice, spring = 0.06, 0.8, 0.1, 5.0, 0.06
mass_adatom, mass_patch = 1.0e5, 2.0e5
g = 2 * np.pi / lattice
masses = np.array([mass_adatom, mass_patch, mass_adatom, mass_adatom])


def potential(x, u, y, z):
    w = np.exp(-alpha * z)
    s = 1 - gamma * (2 - np.cos(g * (x - u)) - np.cos(g * y))
    return depth * (w * w - 2 * s * w) + 0.5 * spring * u * u


def gradient(r):
    x, u, y, z = r
    w = np.exp(-alpha * z)
    s = 1 - gamma * (2 - np.cos(g * (x - u)) - np.cos(g * y))
    lateral = 2 * depth * gamma * g * w
    along = lateral * np.sin(g * (x - u))
    return np.array([along, -along + spring * u, lateral * np.sin(g * y),
                     2 * alpha * depth * w * (s - w)])


def hessian(r, step=1e-4):
    columns = [(gradient(r + step * e) - gradient(r - step * e)) / (2 * step)
               for e in np.eye(4)]
    h = np.array(columns)
    return 0.5 * (h + h.T)


def modes(h, m):
    return np.linalg.eigh(h / np.sqrt(np.outer(m, m)))


def prefactor_from_products(h_min, h_sad, m):
    """Return ratio of frequency products and size of the imaginary frequency."""
    low = modes(h_min, m)[0]
    high = modes(h_sad, m)[0]
    assert low[0] > 0 and high[0] < 0 < high[1]
    nu_low = np.sqrt(low) / (2 * np.pi)
    nu_high = np.sqrt(high[1:]) / (2 * np.pi)
    return np.prod(nu_low) / np.prod(nu_high), np.sqrt(-high[0]) / (2 * np.pi)


# Analytic gradient against differences of the potential at a general point.
point = np.array([0.7, 0.2, -0.4, 0.3])
slopes = [(potential(*(point + 1e-4 * e)) - potential(*(point - 1e-4 * e))) / 2e-4
          for e in np.eye(4)]
assert np.allclose(slopes, gradient(point), atol=1e-8)

# Stationary points found by a search, then compared with the closed forms.
minimum = root(gradient, [0.2, 0.1, -0.1, 0.1], tol=1e-12).x
saddle = root(gradient, [2.4, 0.05, 0.1, 0.2], tol=1e-12).x
s_bridge = 1 - 2 * gamma
assert np.allclose(minimum, 0, atol=1e-6)
assert np.allclose(saddle, [lattice / 2, 0, 0, -np.log(s_bridge) / alpha], atol=1e-6)
energy_min, energy_sad = potential(*minimum), potential(*saddle)
barrier = energy_sad - energy_min
assert abs(barrier - depth * (1 - s_bridge**2)) < 1e-10

# Every hop along x crosses x-u = a/2; the saddle is the lowest point there.
y_scan = np.linspace(-lattice / 2, lattice / 2, 101)[:, None]
z_scan = np.linspace(-1.5, 5.0, 1301)[None, :]
lowest_pass = potential(lattice / 2, 0.0, y_scan, z_scan).min()
assert abs(lowest_pass - energy_sad) < 2e-6     # limited by the z grid spacing

# Frequencies and the Vineyard prefactor.
h_min, h_sad = hessian(minimum), hessian(saddle)
eig_min, _ = modes(h_min, masses)
eig_sad, vec_sad = modes(h_sad, masses)
nu_min = np.sqrt(eig_min) / (2 * np.pi) * THZ
nu_sad = np.sqrt(eig_sad[1:]) / (2 * np.pi) * THZ
prefactor, nu_unstable = prefactor_from_products(h_min, h_sad, masses)
assert abs(prefactor / (nu_unstable / s_bridge**2) - 1) < 1e-6

# Masses enter the prefactor only through the unstable frequency.
other_masses = np.array([3e4, 7e5, 3e4, 3e4])
other_prefactor, other_unstable = prefactor_from_products(h_min, h_sad, other_masses)
assert abs(other_prefactor / prefactor - 1) > 0.1
assert abs((other_prefactor / other_unstable) / (prefactor / nu_unstable) - 1) < 1e-6

# A frozen patch is the limit of a very heavy one.
keep = np.ix_([0, 2, 3], [0, 2, 3])
frozen_prefactor, frozen_unstable = prefactor_from_products(
    h_min[keep], h_sad[keep], masses[[0, 2, 3]])
heavy = masses.copy()
heavy[1] = 1e9
heavy_prefactor, _ = prefactor_from_products(h_min, h_sad, heavy)
assert abs(heavy_prefactor / frozen_prefactor - 1) < 1e-3


def vineyard(thermal):
    return prefactor * np.exp(-barrier / thermal)


# Mean one-way speed of a unit-mass Maxwell distribution.
for thermal in (0.5, 2.0):
    top = quad(lambda v: v * np.exp(-v * v / (2 * thermal)), 0, np.inf)[0]
    bottom = quad(lambda v: np.exp(-v * v / (2 * thermal)), -np.inf, np.inf)[0]
    assert abs(top / bottom - np.sqrt(thermal / (2 * np.pi))) < 1e-8

# Determinant of a Hessian restricted to a plane, on random matrices.
rng = np.random.default_rng(7)
for _ in range(5):
    raw = rng.normal(size=(6, 6))
    h = raw + raw.T
    n = rng.normal(size=6)
    n /= np.linalg.norm(n)
    basis = null_space(n[None, :])
    left = np.linalg.det(basis.T @ h @ basis)
    right = np.linalg.det(h) * (n @ np.linalg.solve(h, n))
    assert abs(left - right) < 1e-8 * max(1, abs(left))

# Two dividing planes: normal to the unstable mode, and x-u = a/2.
normal_mode = vec_sad[:, 0] * np.sign(vec_sad[0, 0])
assert np.max(np.abs(normal_mode[2:])) < 1e-6
normal_tilt = np.array([1 / np.sqrt(mass_adatom), -1 / np.sqrt(mass_patch), 0, 0])
normal_tilt /= np.linalg.norm(normal_tilt)
parts = vec_sad.T @ normal_tilt
tilt_factor = 1 / np.sqrt(parts[0]**2 + eig_sad[0] * np.sum(parts[1:]**2 / eig_sad[1:]))
assert tilt_factor > 1.05


def full_flux_rate(thermal, normal):
    """Transition-state rate by quadrature of the full anharmonic potential."""
    u = np.linspace(-1.6, 1.6, 101)[:, None, None]
    lateral = np.linspace(-lattice / 2, lattice / 2, 80, endpoint=False)
    y = lateral[None, :, None]
    z = np.linspace(-1.5, 5.0, 218)[None, None, :]
    du, dy, dz = u[1, 0, 0] - u[0, 0, 0], lattice / 80, z[0, 0, 1] - z[0, 0, 0]
    # Along the plane a shift u goes with a shift of x fixed by the normal.
    x = lattice / 2 - normal[1] / normal[0] * np.sqrt(mass_patch / mass_adatom) * u
    area = np.sqrt(mass_patch) / abs(normal[0]) * mass_adatom
    plane = area * du * dy * dz * np.sum(
        np.exp(-(potential(x, u, y, z) - energy_sad) / thermal))
    # In the well x-u is the variable, so the patch integral is a plain Gaussian.
    relative = lateral[:, None, None]
    well = dy * dy * dz * np.sum(
        np.exp(-(potential(relative, 0.0, y, z) - energy_min) / thermal))
    well *= np.sqrt(2 * np.pi * thermal / spring)
    well *= mass_adatom**1.5 * mass_patch**0.5
    return np.sqrt(thermal / (2 * np.pi)) * plane / well * np.exp(-barrier / thermal)


def cold_limit(normal):
    """Ratio full/Vineyard at three temperatures and its zero-temperature limit."""
    r = [full_flux_rate(barrier / b, normal) / vineyard(barrier / b)
         for b in (20, 40, 80)]
    return r, (r[0] - 6 * r[1] + 8 * r[2]) / 3


ratios_mode, limit_mode = cold_limit(normal_mode)
ratios_tilt, limit_tilt = cold_limit(normal_tilt)
assert abs(limit_mode - 1) < 2e-3
assert abs(limit_tilt - tilt_factor) < 2e-3 * tilt_factor


def transmission(normal, thermal, count=20000):
    """Net fraction of crossings that stay across, from short trajectories."""
    root_mass = np.sqrt(masses)[:, None]
    h = h_sad / np.sqrt(np.outer(masses, masses))
    basis = null_space(normal[None, :])
    lower = np.linalg.cholesky(basis.T @ h @ basis)
    offsets = basis @ np.linalg.solve(lower.T, rng.normal(size=(3, count)))
    sideways = basis @ rng.normal(size=(3, count))
    forward = normal[:, None] * rng.rayleigh(size=count)[None, :]
    start = saddle[:, None] + np.sqrt(thermal) * offsets / root_mass
    r = np.hstack([start, start])
    v = np.sqrt(thermal) * np.hstack([sideways + forward, sideways - forward]) / root_mass
    dt = 60.0
    steps = int(7 / (2 * np.pi * nu_unstable * dt))
    acceleration = -gradient(r) / masses[:, None]
    for _ in range(steps):
        v += 0.5 * dt * acceleration
        r += dt * v
        acceleration = -gradient(r) / masses[:, None]
        v += 0.5 * dt * acceleration
    product_side = (r[0] - r[1]) > lattice / 2
    return product_side[:count].mean() - product_side[count:].mean()


# Sampling noise is a few thousandths; anharmonic terms add a similar amount.
kappa_mode = transmission(normal_mode, barrier / 200)
kappa_tilt = transmission(normal_tilt, barrier / 200)
assert abs(kappa_mode - 1) < 0.02
assert abs(kappa_tilt - 1 / tilt_factor) < 0.02

print(f"well depth D = {depth:.3f} hartree")
print(f"decay constant alpha = {alpha:.2f} 1/bohr")
print(f"corrugation gamma = {gamma:.2f} (no unit)")
print(f"lattice constant a = {lattice:.2f} bohr")
print(f"patch spring K = {spring:.3f} hartree/bohr^2")
print(f"adatom mass = {mass_adatom:.0f} electron masses")
print(f"patch mass = {mass_patch:.0f} electron masses")
print(f"s at the saddle = {s_bridge:.3f} (no unit)")
print(f"saddle x = {saddle[0]:.4f} bohr")
print(f"saddle height z above minimum = {saddle[3] - minimum[3]:.4f} bohr")
print(f"energy at minimum = {energy_min:.5f} hartree")
print(f"energy at saddle = {energy_sad:.5f} hartree")
print(f"barrier = {barrier:.5f} hartree = {barrier * HARTREE_EV:.4f} eV")
print("minimum frequencies =", " ".join(f"{f:.4f}" for f in nu_min), "THz")
print("real saddle frequencies =", " ".join(f"{f:.4f}" for f in nu_sad), "THz")
print(f"size of imaginary frequency = {nu_unstable * THZ:.4f} THz")
print(f"unstable mode, mass-weighted x part = {normal_mode[0]:.4f}")
print(f"unstable mode, mass-weighted u part = {normal_mode[1]:.4f}")
print(f"product of minimum frequencies = {np.prod(nu_min):.3f} THz^4")
print(f"product of real saddle frequencies = {np.prod(nu_sad):.3f} THz^3")
print(f"Vineyard prefactor = {prefactor * THZ:.4f} THz")
print(f"frozen patch: imaginary frequency = {frozen_unstable * THZ:.4f} THz")
print(f"frozen patch: prefactor = {frozen_prefactor * THZ:.4f} THz")
print(f"prefactor, movable/frozen patch = {prefactor / frozen_prefactor:.4f}")
for kelvin in (300, 400, 500):
    thermal = BOLTZMANN * kelvin
    full_ratio = full_flux_rate(thermal, normal_mode) / vineyard(thermal)
    quantum = 2 * np.pi * nu_min.max() / THZ / thermal
    print(f"{kelvin} K: barrier/kT = {barrier / thermal:.3f}")
    print(f"{kelvin} K: Boltzmann factor = {np.exp(-barrier / thermal):.3e}")
    print(f"{kelvin} K: Vineyard rate = {vineyard(thermal) / TIME_S:.3e} 1/s")
    print(f"{kelvin} K: full flux rate/Vineyard = {full_ratio:.4f}")
    print(f"{kelvin} K: largest quantum h*nu/kT = {quantum:.3f}")
for b, r_mode, r_tilt in zip((20, 40, 80), ratios_mode, ratios_tilt):
    print(f"barrier/kT {b}: full/Vineyard, mode plane = {r_mode:.5f}")
    print(f"barrier/kT {b}: full/Vineyard, tilted plane = {r_tilt:.5f}")
print(f"zero-temperature limit, mode plane = {limit_mode:.5f}")
print(f"zero-temperature limit, tilted plane = {limit_tilt:.5f}")
print(f"predicted tilted-plane factor = {tilt_factor:.5f}")
print(f"inverse of that factor = {1 / tilt_factor:.4f}")
print(f"trajectories: transmission, mode plane = {kappa_mode:.4f}")
print(f"trajectories: transmission, tilted plane = {kappa_tilt:.4f}")
print("all tests passed")
```

Output:

```
well depth D = 0.060 hartree
decay constant alpha = 0.80 1/bohr
corrugation gamma = 0.10 (no unit)
lattice constant a = 5.00 bohr
patch spring K = 0.060 hartree/bohr^2
adatom mass = 100000 electron masses
patch mass = 200000 electron masses
s at the saddle = 0.800 (no unit)
saddle x = 2.5000 bohr
saddle height z above minimum = 0.2789 bohr
energy at minimum = -0.06000 hartree
energy at saddle = -0.03840 hartree
barrier = 0.02160 hartree = 0.5878 eV
minimum frequencies = 2.3108 2.8642 4.4669 5.7661 THz
real saddle frequencies = 2.5618 3.3071 4.6129 THz
size of imaginary frequency = 2.7917 THz
unstable mode, mass-weighted x part = 0.9666
unstable mode, mass-weighted u part = -0.2563
product of minimum frequencies = 170.476 THz^4
product of real saddle frequencies = 39.082 THz^3
Vineyard prefactor = 4.3620 THz
frozen patch: imaginary frequency = 2.5618 THz
frozen patch: prefactor = 4.0029 THz
prefactor, movable/frozen patch = 1.0897
300 K: barrier/kT = 22.736
300 K: Boltzmann factor = 1.336e-10
300 K: Vineyard rate = 5.830e+02 1/s
300 K: full flux rate/Vineyard = 0.9909
300 K: largest quantum h*nu/kT = 0.922
400 K: barrier/kT = 17.052
400 K: Boltzmann factor = 3.931e-08
400 K: Vineyard rate = 1.715e+05 1/s
400 K: full flux rate/Vineyard = 0.9879
400 K: largest quantum h*nu/kT = 0.692
500 K: barrier/kT = 13.641
500 K: Boltzmann factor = 1.190e-06
500 K: Vineyard rate = 5.191e+06 1/s
500 K: full flux rate/Vineyard = 0.9850
500 K: largest quantum h*nu/kT = 0.553
barrier/kT 20: full/Vineyard, mode plane = 0.98967
barrier/kT 20: full/Vineyard, tilted plane = 1.11374
barrier/kT 40: full/Vineyard, mode plane = 0.99482
barrier/kT 40: full/Vineyard, tilted plane = 1.11880
barrier/kT 80: full/Vineyard, mode plane = 0.99741
barrier/kT 80: full/Vineyard, tilted plane = 1.12135
zero-temperature limit, mode plane = 1.00001
zero-temperature limit, tilted plane = 1.12391
predicted tilted-plane factor = 1.12390
inverse of that factor = 0.8898
trajectories: transmission, mode plane = 1.0000
trajectories: transmission, tilted plane = 0.8915
all tests passed
```
